# How phosphorus dopes amorphous silicon despite the 8-N bonding rule

Anyone who simulates a device with a phosphorus-doped layer of hydrogenated amorphous silicon must enter a donor density and a defect density. Suppose the film contains $10^{20}$ phosphorus atoms per cm³. Is the donor density zero, because phosphorus prefers three bonds? Is it $10^{20}$ cm⁻³, as it might be in a crystal? And may the defect density be copied from the undoped film? The answer to all three questions is no, and the errors amount to orders of magnitude.

## The belief and its sound part

The belief runs as follows. In crystalline silicon the lattice offers phosphorus a site with four neighbours. Four of its five valence electrons enter bonds and the fifth is weakly held, so phosphorus is a donor. An amorphous network imposes no such site. Phosphorus can take the three bonds it prefers and keep its other two electrons as a lone pair. Nothing is left to donate, and substitutional doping is impossible.

The rule behind this follows from a count. An atom has four valence orbitals, one $s$ and three $p$. Let it have $N\ge4$ valence electrons and form $Z$ bonds. Each bond uses one orbital and one of the atom's electrons. The remaining $4-Z$ orbitals hold lone pairs, so

$$N=Z+2(4-Z)=8-Z,\qquad\text{hence}\qquad Z=8-N.$$

Silicon ($N=4$) takes four bonds and neutral phosphorus ($N=5$) takes three. As a statement about the neutral ground state, the belief is right.

The gap in the argument is that $N$ counts the electrons actually present. A phosphorus atom that has lost an electron has $N=4$ and takes four bonds. A silicon atom that has gained one has $N=5$ and takes three. A positive fourfold phosphorus, P₄⁺, and a negative threefold silicon, D⁻, both obey the rule.

A small cluster illustrates the phosphorus half. Define the fourth bond energy as the energy of PH₃ plus H, less that of PH₄, with the charge staying on the phosphorus fragment. At a fixed tetrahedral geometry with bonds of 1.40 Å, unrestricted Hartree–Fock in the 6-31+G* basis gives $-1.21$ eV for neutral PH₄ and $+3.60$ eV for PH₄⁺. At this geometry the fourth bond is unstable in the neutral species and strong in the cation. The digits are not converged: the 6-31++G** and aug-cc-pVDZ bases raise the neutral value by 0.11 to 0.14 eV and the cation value by up to 0.05 eV, and MP2 correlation in aug-cc-pVDZ gives $-0.89$ and $+4.30$ eV. The neutral value also belongs to the tetrahedral site alone. If PH₄ may distort to a seesaw shape with two long bonds, and PH₃ takes its equilibrium shape, the fourth bond energy is close to zero ($-0.11$ eV in Hartree–Fock, $+0.16$ eV in MP2, cc-pVTZ basis). Zero-point motion is left out, and these energies are not used for the solid.

## What each configuration costs

Assume that the network can rearrange its bonds at a temperature $T$, and that it is frozen below it. Assume also that phosphorus atoms and defects are dilute and independent. All energies are measured from the conduction mobility edge, $E_C=0$, so levels in the gap are negative.

Let $U_P$ be the cost of turning neutral threefold phosphorus, P₃, into neutral fourfold phosphorus, and $U_D$ the cost of a neutral dangling bond, D⁰. These are effective free energies, which absorb the response of the surrounding network and its hydrogen. Let $E_P$ be the donor level, $E_-$ the level at which D⁰ becomes D⁻, and $E_+$ the level at which D⁺ becomes D⁰.

To make P₄⁺, first pay $U_P$. Then take the electron out of the donor level, which changes the energy by $-E_P$, and put it in the electron reservoir at the Fermi level $E_F$, which adds $E_F$. To make D⁻, pay $U_D$, take an electron from the reservoir ($-E_F$) and place it in the defect level ($+E_-$):

$$F(\mathrm{P_4^+})=U_P-E_P+E_F,\qquad F(\mathrm{D^-})=U_D+E_--E_F.$$

The Fermi level enters with opposite signs. A low Fermi level favours donors, and a high one favours the defects that compensate them.

The example uses rough round values in the regime of device-grade material: a gap of 1.75 eV, $U_P=0.45$ eV, $U_D=0.65$ eV, $E_P=-0.10$ eV, $E_-=-0.55$ eV, $E_+=-0.80$ eV, and freeze-in at 450 K, where $kT=0.03878$ eV.

In the undoped film at 450 K, neutrality places $E_F$ at $-0.676$ eV. A first phosphorus atom added to that film has

$$F(\mathrm{P_4^+})=0.45+0.10-0.676=-0.126\ \text{eV}.$$

The cost is negative. Once its electron can fall to the Fermi level, fourfold phosphorus is more stable than threefold. The population ratio is $e^{0.126/0.03878}\approx26$, so about 96% of such isolated atoms would be ionized donors. This is the sense in which the donor is thermodynamically stabilized, and the sign depends on the chosen energies: with $U_P=0.55$ eV the ionized fraction is 66%, and with $U_P=0.60$ eV the cost turns slightly positive and the fraction is 35%. What limits doping is the rise of $E_F$ as more phosphorus is added.

## The law of mass action

Square brackets denote densities. Both charged centres have a single spin state, so their weights carry no spin factor. With few defects, nearly all $N_{\rm Si}$ silicon atoms remain fourfold, and

$$[\mathrm{P_4^+}]=[\mathrm{P_3}]\,e^{-(U_P-E_P+E_F)/kT},\qquad [\mathrm{D^-}]=N_{\rm Si}\,e^{-(U_D+E_--E_F)/kT}.$$

In the product, $E_F$ cancels:

$$[\mathrm{P_4^+}][\mathrm{D^-}]=K_D[\mathrm{P_3}],\qquad K_D=N_{\rm Si}\exp\!\left[-\frac{U_P+U_D-(E_P-E_-)}{kT}\right].$$

This describes the reaction P₃ + Si₄ → P₄⁺ + D⁻. The two structural changes cost $0.45+0.65=1.10$ eV. The electron's drop from donor to defect returns $-0.10+0.55=0.45$ eV. The net cost of 0.65 eV is still positive, so the pairs are a thermal population. The drop multiplies that population's mass-action constant by $e^{0.45/0.03878}\approx10^5$.

Some electrons remain in the conduction band and its tail. Take a density of states $g_0$ above $E_C$ and $g_0e^{E/E_t}$ below it. While the relevant states are sparsely filled, their occupation is $e^{(E_F-E)/kT}$, and

$$n=g_0e^{E_F/kT}\left[\int_0^\infty e^{-E/kT}dE+\int_{-\infty}^0 e^{E(1/E_t-1/kT)}dE\right].$$

The first integral is $kT$. The second converges if $kT>E_t$ and equals $1/(1/E_t-1/kT)$. Hence

$$n=N_c\,e^{E_F/kT},\qquad N_c=g_0\left[kT+\frac{1}{1/E_t-1/kT}\right].$$

Multiplying by $[\mathrm{P_4^+}]$ again removes the Fermi level:

$$[\mathrm{P_4^+}]\,n=K_n[\mathrm{P_3}],\qquad K_n=N_c\,e^{-(U_P-E_P)/kT}.$$

## Neutrality and compensation

In n-type material holes and D⁺ are negligible, so neutrality reads $[\mathrm{P_4^+}]=[\mathrm{D^-}]+n$. Write $x=[\mathrm{P_4^+}]$ and let $N_P$ be the total phosphorus density. Neglecting neutral fourfold phosphorus, $[\mathrm{P_3}]=N_P-x$. Multiply neutrality by $x$ and insert the two mass-action laws:

$$x^2=x[\mathrm{D^-}]+xn=(K_D+K_n)(N_P-x).$$

With $K=K_D+K_n$, this is $x^2+Kx-KN_P=0$, whose positive root is

$$x=\tfrac12\left(-K+\sqrt{K^2+4KN_P}\right).$$

For $N_P\gg K$ this becomes $x\approx\sqrt{KN_P}$. The donor density grows as the square root of the phosphorus density, and the activated fraction $x/N_P$ falls as $N_P^{-1/2}$. For $N_P\ll K$ the root tends to $x=N_P$. That limit should not be taken literally: from about $10^{14}$ cm⁻³ downward D⁺ matters in the neutrality condition, and the charged defects together pin $E_F$. The 96% found above is the correct dilute value for these parameters.

Dividing one mass-action law by the other shows how the electrons are shared:

$$\frac{[\mathrm{D^-}]}{n}=\frac{K_D}{K_n},\qquad \frac{n}{x}=\frac{K_n}{K}.$$

The share does not depend on $N_P$, because $[\mathrm{D^-}]$ and $n$ are both proportional to $e^{E_F/kT}$. Compensation is therefore partial: a fixed fraction of the donated electrons escapes the defects, as long as the tail stays sparsely filled.

## The numbers at freeze-in

Take $N_{\rm Si}=5\times10^{22}$ cm⁻³, $g_0=2\times10^{21}$ cm⁻³ eV⁻¹ and $E_t=0.025$ eV. Then

$$N_c=2\times10^{21}\left[0.0388+\frac{1}{40.0-25.8}\right]=2.18\times10^{20}\ \text{cm}^{-3},$$

$$K_D=5\times10^{22}\,e^{-0.65/0.03878}=2.63\times10^{15}\ \text{cm}^{-3},$$

$$K_n=2.18\times10^{20}\,e^{-0.55/0.03878}=1.51\times10^{14}\ \text{cm}^{-3}.$$

Thus $K=2.78\times10^{15}$ cm⁻³. For $N_P=10^{20}$ cm⁻³, or 0.2% of the silicon density, the quadratic gives $x=5.26\times10^{17}$ cm⁻³. Of the donated electrons, a fraction $K_n/K=0.054$ stays in the tail and band, so $n=2.86\times10^{16}$ cm⁻³, while $[\mathrm{D^-}]=4.97\times10^{17}$ cm⁻³.

A numerical solution of full neutrality tests these approximations. It keeps Fermi–Dirac occupation of both tails, holes, neutral donors and all three defect charge states. In cm⁻³ it gives:

| $N_P$ | P₄⁺ | D⁻ | $n$ |
|---|---|---|---|
| $10^{18}$ | $5.13\times10^{16}$ | $4.85\times10^{16}$ | $2.79\times10^{15}$ |
| $10^{19}$ | $1.65\times10^{17}$ | $1.56\times10^{17}$ | $8.96\times10^{15}$ |
| $10^{20}$ | $5.25\times10^{17}$ | $4.97\times10^{17}$ | $2.84\times10^{16}$ |
| $10^{21}$ | $1.66\times10^{18}$ | $1.58\times10^{18}$ | $8.93\times10^{16}$ |

Between $10^{19}$ and $10^{21}$ cm⁻³ the logarithmic slope of P₄⁺ is 0.502. The last row, at 2% of the silicon density, strains the assumption of independent atoms.

At $N_P=10^{20}$ cm⁻³ the Fermi level has risen to $-0.347$ eV. The cost of P₄⁺ is now $0.55-0.347=0.203$ eV, where it was negative before, and the cost of D⁻ has fallen to $0.10+0.347=0.447$ eV. The total defect density has grown from $5.5\times10^{15}$ cm⁻³ in the undoped film to $5.0\times10^{17}$ cm⁻³. Neutral fourfold phosphorus amounts to just $1.8\times10^{15}$ cm⁻³, some 290 times less than the ionized form. The belief describes this neutral population well and overlooks the charged one.

One objection concerns the bonds. Each bond has two ends, so the sum of all coordination numbers must be even. Making P₄⁺ adds one to the sum and making D⁻ removes one. If neutral defects and neutral donors are left out, the change is $[\mathrm{P_4^+}]-[\mathrm{D^-}]$ times the volume, which by neutrality is the number of tail electrons, and that number must then be even. An explicit sum over neutral microstates in a cube of side 73.7 nm, with the tail represented by $N_c$ states per volume at $E_C$, gives mean counts of 209.99 donors and 11.425 electrons. Admitting only even sums leaves both unchanged to the digits shown. The quadratic predicts 210.24 and 11.440.

## What the defects do, and what the square root does not prove

It is tempting to read the square-root law as the signature of compensation by defects. Suppose instead that dangling bonds could not form, with $T$, $N_P$ and all other energies held fixed. Then $K_D=0$, and for $N_P\gg K_n$

$$x_0=n_0=\sqrt{K_nN_P}.$$

The square root survives. It arises because each ionized donor comes with one negative partner, whether a defect or a tail electron. The numerical solution without defects has a slope of 0.498. The law alone therefore cannot tell the two cases apart; the defect density or the carrier density must also be known.

With defects restored,

$$\frac{x}{x_0}=\sqrt{\frac{K}{K_n}},\qquad \frac{n}{n_0}=\frac{K_n}{K}\sqrt{\frac{K}{K_n}}=\sqrt{\frac{K_n}{K}}.$$

Defects raise the donor density and lower the carrier density by the same factor, here 4.29. The full solution gives 4.32 and 4.29. Although defects hold about 95% of the donated electrons, forbidding them would multiply the carriers by about 4, not by 18, because the Fermi level would rise and fewer donors would form. A factor close to 18 (17.5, since some donors turn neutral) would apply if the defects were removed after freeze-in, with the number of fourfold phosphorus atoms held fixed.

## Cooling to room temperature

Below freeze-in the numbers of fourfold phosphorus atoms and dangling bonds are fixed, and only electrons move. Almost all the defects end up as D⁻. The electrons left over are the difference between all fourfold phosphorus and all dangling bonds, $2.49\times10^{16}$ cm⁻³. This is 12% below the value of $n$ at 450 K. The $5.3\times10^{15}$ cm⁻³ neutral defects present there each capture an electron on cooling, while the $1.8\times10^{15}$ cm⁻³ neutral donors present there add their electrons to the count.

At 300 K, $kT=0.0259$ eV is barely above $E_t$, and the simple formula for $N_c$ is no longer safe. With Fermi–Dirac occupation, $2.26\times10^{16}$ cm⁻³ electrons sit in the tail and band, and $2.3\times10^{15}$ cm⁻³ sit on neutral donors. The Fermi level lies 0.258 eV below $E_C$. Electrons above the mobility edge number $2.40\times10^{15}$ cm⁻³, and a band mobility of 10 cm²/Vs gives

$$\sigma=(1.60\times10^{-19}\,\text{C})(10\,\text{cm}^2/\text{Vs})(2.40\times10^{15}\,\text{cm}^{-3})=3.8\times10^{-3}\ \text{S/cm}.$$

In the undoped film neutrality requires $[\mathrm{D^+}]=[\mathrm{D^-}]$, so $E_F$ lies midway between the two defect levels, at $-0.675$ eV. The conductivity is $3.8\times10^{-10}$ S/cm. Doping raises it by a factor of $10^7$, although only about one phosphorus atom in 4000 supplies an electron that escapes the defects.

## How far to trust the densities

Of the changes tried here, spreading the sharp defect level has the largest effect on the densities at freeze-in. Let it be shifted by $s$, distributed as a Gaussian of standard deviation $w$. The average of $e^{-s/kT}$ follows by completing the square:

$$-\frac{s^2}{2w^2}-\frac{s}{kT}=-\frac{(s+w^2/kT)^2}{2w^2}+\frac{w^2}{2(kT)^2}.$$

So $K_D$ is multiplied by $e^{w^2/2(kT)^2}$, and the defects that form are centred $w^2/kT$ below the mean level. For $w=0.05$ eV the factor is 2.3. For $w=0.10$ eV it is 28, the centre moves down by 0.26 eV, and $n$ at freeze-in drops to $5.5\times10^{15}$ cm⁻³, a fifth of the sharp-level value. The square-root law still holds for $N_P\gg K$, with the larger $K$, since only $K_D$ changes.

The other changes tried alter $n$ at freeze-in less, but not little. With all else fixed, changing $U_D$ to 0.60 or 0.70 eV gives $n=1.5\times10^{16}$ or $5.1\times10^{16}$ cm⁻³. Freeze-in at 400 or 500 K gives $1.5\times10^{16}$ or $4.8\times10^{16}$ cm⁻³. Attraction between opposite charges, estimated by Debye screening with a relative permittivity of 11.7, lowers each ion's energy by 0.013 eV. That would multiply $K$ by 1.9 and the donor density by 1.4, if it acted equally on defects and tail electrons. The screening length of 4.9 nm is shorter than the typical ion spacing of about 10 nm, so this is an order of magnitude. If cooling moves $E_C$ away from midgap by an assumed 0.2 meV/K, the undoped conductivity falls by a further factor of 3.2.

The doped conductivity at room temperature responds more strongly than $n$ at freeze-in to the level spread and to $U_D$, because neutral defects capture electrons on cooling. Their density at freeze-in is close to $2N_{\rm Si}e^{-U_D/kT}$, or $5.3\times10^{15}$ cm⁻³ for $U_D=0.65$ eV. With $w=0.10$ eV, the $5.5\times10^{15}$ cm⁻³ tail and band electrons and the $1.8\times10^{15}$ cm⁻³ on neutral donors, less this capture, leave only $2.0\times10^{15}$ cm⁻³. That is twelve times less than for the sharp level, and the conductivity drops to about $2\times10^{-4}$ S/cm. With a sharp level and $U_D=0.60$ eV, the neutral defects number $1.9\times10^{16}$ cm⁻³ and outnumber the $1.7\times10^{16}$ cm⁻³ electrons available to them. No excess remains, and the conductivity falls by a factor of about 100. Raising $U_P$ to 0.55 eV instead lowers the donor density by a factor of 3.6 and the conductivity by a factor of about 10.

Phosphorus-doped films of this kind serve as contact layers in thin-film solar cells and transistors. Good ones conduct at very roughly $10^{-2}$ S/cm, so the model's few $10^{-3}$ S/cm is in the right range. Agreement at this level does not validate the individual energies, which were chosen as round numbers. Real films break the sharp-level assumption: their defect levels are spread over something like 0.1 eV. Unless the chosen $E_-$ is read as an effective level that already includes this spread, the carrier density at freeze-in is too high by the factor of five found above, and the room-temperature conductivity by a factor of about 17. The freeze-in temperature also depends on the cooling rate, and 450 K may be high for a slowly cooled n-type film.

For the device calculation, the sharp-level model's entry is $5.27\times10^{17}$ cm⁻³ donors together with $5.02\times10^{17}$ cm⁻³ dangling bonds. Their small difference sets the conductivity, so the two should not be rounded separately. A level spread of 0.10 eV would raise both about fivefold. Keeping these donors but copying the undoped defect density of $5.5\times10^{15}$ cm⁻³ would leave $5.2\times10^{17}$ cm⁻³ uncompensated electrons in place of $2.5\times10^{16}$, an overestimate by a factor of about 20. Entering zero donors would miss the conductivity by seven orders of magnitude.

## Calculated quantities

```
Cluster UHF/6-31+G*, P-H length 1.40 angstrom
Fourth P-H bond energy, PH4 : -1.21 eV
Fourth P-H bond energy, PH4+: 3.60 eV
Gap 1.75 eV; E_P -0.1, E_minus -0.55, E_plus -0.8 eV
U_P 0.45 eV, U_D 0.65 eV; tails 0.025, 0.045 eV
N_Si 5.0e+22 cm^-3, g0 2.0e+21 cm^-3 eV^-1
N_P 1.0e+20 cm^-3 = 0.20 % of N_Si
T_freeze 450 K, kT 0.03878 eV; mobility 10.0 cm2/Vs
Pair cost U_P+U_D 1.10 eV, drop 0.45 eV, net 0.65 eV
N_c 2.183e+20, K_D 2.626e+15, K_n 1.511e+14 cm^-3
K 2.777e+15 cm^-3; K_D/K_n 17.38; K_n/K 0.0544
Closed form: P4+ 5.256e+17, D- 4.970e+17, n 2.860e+16 cm^-3
Full neutrality at T_freeze: N_P, P4+, D-, n (cm^-3), P4+/N_P
  1.000e+18  5.132e+16  4.854e+16  2.787e+15  5.13e-02
  1.000e+19  1.652e+17  1.563e+17  8.955e+15  1.65e-02
  1.000e+20  5.255e+17  4.971e+17  2.837e+16  5.25e-03
  1.000e+21  1.664e+18  1.575e+18  8.926e+16  1.66e-03
Log slope of P4+: 0.502; without defects 0.498
Without defects: P4+ 1.217e+17, n 1.217e+17 cm^-3
Defects raise P4+ by 4.32, lower n by 4.29; sqrt(K/K_n) 4.29
Canonical cube side 73.7 nm: P4+ 209.99, n 11.425 (counts)
  even coordination: P4+ 209.99, n 11.425; closed 210.24, 11.440
E_C-E_F at T_freeze: doped 0.347, undoped 0.676 eV
Neutral P4 1.815e+15, neutral D 5.252e+15 cm^-3 at T_freeze
All D: undoped 5.461e+15, doped 5.023e+17 cm^-3
Frozen excess P4-D: 2.494e+16 cm^-3
300 K: tail+band n 2.262e+16, neutral P4 2.333e+15 cm^-3
300 K: electrons above E_C 2.401e+15 cm^-3
300 K E_C-E_F: doped 0.258, undoped 0.675 eV
300 K conductivity: doped 3.85e-03, undoped 3.79e-10 S/cm
Conductivity gain 1.01e+07
Level width 0.05 eV: K_D x 2.30, n 1.91e+16 cm^-3, peak lowered 0.064 eV
Level width 0.10 eV: K_D x 27.80, n 5.51e+15 cm^-3, peak lowered 0.258 eV
Coulomb: screening 4.88 nm, shift 0.0126 eV per ion, K x 1.92, P4+ x 1.38
Freeze-in 400 K: P4+ 1.87e+17, D- 1.72e+17, n 1.53e+16 cm^-3
Freeze-in 500 K: P4+ 1.20e+18, D- 1.15e+18, n 4.81e+16 cm^-3
U_D 0.60 eV: P4+ 9.79e+17, D- 9.64e+17, n 1.52e+16 cm^-3
U_D 0.70 eV: P4+ 2.95e+17, D- 2.44e+17, n 5.05e+16 cm^-3
Gap change on cooling: assumed 0.2 meV/K at midgap, 0.030 eV, undoped conductivity / 3.19
```
